# Intraband and interband dc conductivity at constant broadening: when the quantum metric dominates

**Q.** Boltzmann theory gives a band conductivity proportional to velocity squared. A flat band has no velocity, so it should not conduct. What could be missing?

**A.** Boltzmann theory keeps only the diagonal matrix elements of the current between Bloch states. The current also has elements between bands, and once levels are broadened these can contribute at zero frequency. To see how much, we start from the linear response of the full current.

Take independent electrons of charge $-e$ with Bloch Hamiltonian $H(\mathbf k)$, energies measured from the chemical potential $\mu$. Let $\partial$ be the $\mathbf k$-derivative along the field and $v=\partial H$, an energy times a length. The Bloch basis carries phases with the actual orbital positions, and dipole elements between orbitals on one site are neglected. A vector potential $\mathcal A$ then enters as $H(\mathbf k+e\mathcal A/\hbar)$. The perturbation is $(e/\hbar)\mathcal A v$ and the current is $-(e/\hbar)v$, plus a contact term proportional to $\mathcal A\,\partial^2H$.

With $\mathcal E=-\partial_t\mathcal A=i\omega\mathcal A$, the conductivity is $i(e^2/\hbar^2)(\Pi^R+D)/\omega$, where $\Pi^R$ is the response of $v$ to $v$ and $D$ is the real contact term. Writing $w=\hbar\omega$,

$$\mathrm{Re}\,\sigma=-\frac{e^2}{\hbar}\,\frac{\mathrm{Im}\,\Pi^R(w)}{w}.$$

**Q.** A real constant $\Pi^R(0)+D$ would leave a delta function at zero frequency. Why may you drop it?

**A.** It vanishes. Constant broadening with half-width $\Gamma$ means $G(i\omega_n)=[i\omega_n+i\Gamma\,\mathrm{sgn}\,\omega_n-H]^{-1}$, with Matsubara frequencies in energy units. Differentiating the inverse gives $\partial G=GvG$. Hence

$$\Pi(0)+D=\int_{\mathbf k}k_BT\sum_n\mathrm{Tr}[vGvG+(\partial^2H)G]=\int_{\mathbf k}\partial\Big(k_BT\sum_n\mathrm{Tr}[vG]\Big)=0,$$

because the integrand is periodic up to a change of basis that leaves the trace unchanged. Here $\int_{\mathbf k}=\int d^dk/(2\pi)^d$.

**Q.** Then evaluate the bubble. Where does the Fermi surface come in?

**A.** Vertex corrections are dropped for now, so at each $\mathbf k$

$$\Pi(i\Omega)=k_BT\sum_n\mathrm{Tr}[vG(i\omega_n)vG(i\omega_n+i\Omega)].$$

Write $G(z)=\int d\varepsilon\,A(\varepsilon)/(z-\varepsilon)$, with $A(\varepsilon)=(\Gamma/\pi)[(\varepsilon-H)^2+\Gamma^2]^{-1}$. Partial fractions give

$$\frac{1}{(i\omega_n-\varepsilon)(i\omega_n+i\Omega-\varepsilon')}=\frac{1}{i\Omega+\varepsilon-\varepsilon'}\left[\frac1{i\omega_n-\varepsilon}-\frac1{i\omega_n+i\Omega-\varepsilon'}\right].$$

Summed symmetrically, $k_BT\sum_n(i\omega_n-\varepsilon)^{-1}=f(\varepsilon)-\tfrac12$, with $f$ the Fermi function. The bosonic shift $\Omega$ only relabels the sum, and the halves cancel:

$$\Pi(i\Omega)=\iint d\varepsilon\,d\varepsilon'\,\frac{f(\varepsilon)-f(\varepsilon')}{i\Omega+\varepsilon-\varepsilon'}\,\mathrm{Tr}[vA(\varepsilon)vA(\varepsilon')].$$

The trace is smooth in $\varepsilon$ and $\varepsilon'$ because of the broadening, so $\Pi$ is continuous at zero frequency and the static sum above is also the limit $\Pi^R(0)$. The trace is real: complex conjugation reverses the order of the four Hermitian factors, and because $v$ occurs twice, a cyclic shift restores it. Under $i\Omega\to w+i0$ the denominator contributes an imaginary part $-\pi\delta(w+\varepsilon-\varepsilon')$, so

$$-\frac{\mathrm{Im}\,\Pi^R}{w}=\pi\int d\varepsilon\,\frac{f(\varepsilon)-f(\varepsilon+w)}{w}\,\mathrm{Tr}[vA(\varepsilon)vA(\varepsilon+w)].$$

As $w\to0$ the difference quotient becomes $-f'$:

$$\sigma=\frac{\pi e^2}{\hbar}\int_{\mathbf k}\int d\varepsilon\,(-f')\,\mathrm{Tr}[vAvA].\tag{1}$$

This is per flavour, meaning per copy of the bands such as a spin. Applying it to every field direction fixes the symmetric part of the conductivity tensor.

**Q.** How does geometry enter? Equation (1) contains no derivative of a wavefunction.

**A.** It is hidden in $v$. Differentiate $H|n\rangle=\varepsilon_n|n\rangle$ and project on $\langle m|$, assuming no degeneracy at a generic $\mathbf k$:

$$\langle m|v|n\rangle=\delta_{mn}\,\partial\varepsilon_n+(\varepsilon_n-\varepsilon_m)\langle m|\partial n\rangle.$$

Since $A$ is diagonal in the bands, $\mathrm{Tr}[vAvA]=\sum_{nm}|\langle m|v|n\rangle|^2A_nA_m$. Each term has either $m=n$ or $m\ne n$, so there is no cross term:

$$\sigma_{\rm intra}=\frac{\pi e^2}{\hbar}\int_{\mathbf k}\int d\varepsilon(-f')\sum_n(\partial\varepsilon_n)^2A_n^2,\tag{2}$$

$$\sigma_{\rm inter}=\frac{\pi e^2}{\hbar}\int_{\mathbf k}\int d\varepsilon(-f')\sum_{n\ne m}(\varepsilon_n-\varepsilon_m)^2g_{nm}A_nA_m,\tag{3}$$

with $g_{nm}=|\langle m|\partial n\rangle|^2$ and $A_n=(\Gamma/\pi)/[(\varepsilon-\varepsilon_n)^2+\Gamma^2]$. Both parts are non-negative.

The sum $g_n=\sum_{m\neq n}g_{nm}$ is the quantum metric of band $n$ along the field. It measures how fast the state changes: by completeness, $1-|\langle n(k)|n(k+dk)\rangle|^2=\sum_{m\ne n}|\langle m|n(k+dk)\rangle|^2=g_n\,dk^2$ to leading order. It is a squared length and does not depend on the phases of the states.

The split was tested at one wavevector of a three-band model with random hoppings, on-site levels $-2$, $0$, $2.5$, $\Gamma=0.3$ and $k_BT=0.2$. The bubble at small frequency, computed without eigenstates, gives $0.16505$. Equations (2) and (3), with slopes and overlaps from finite differences, give $0.13956+0.02549$.

**Q.** Equation (3) contains $g_{nm}$ weighted by gaps and spectral functions. That is not the quantum metric of a band.

**A.** Correct; in general it is a band-resolved metric. It reduces to $g_n$ when the gaps are large compared with $\Gamma$ and $k_BT$. Near the peak of $A_n$ the other spectral function is a tail,

$$A_m(\varepsilon_n)\simeq\frac{\Gamma}{\pi(\varepsilon_n-\varepsilon_m)^2},$$

and the squared gap cancels. Each ordered pair $(n,m)$ then contributes $\Gamma g_{nm}$ from the peak at $\varepsilon_n$ and the same from the peak at $\varepsilon_m$. Since $g_{nm}=g_{mn}$, the two orderings give a factor 2. For $\Gamma\ll k_BT$ the peaks act as delta functions:

$$\sigma_{\rm inter}\simeq\frac{2\Gamma e^2}{\hbar}\int_{\mathbf k}\sum_n g_n\,[-f'(\varepsilon_n)].\tag{4}$$

This requires a band within thermal reach of $\mu$. If $\mu$ lies deep in a gap, both factors in (3) are tails and the result is of order $\Gamma^2$. That residue comes from assuming broadening where there may be no states to scatter into.

**Q.** Equation (4) vanishes as $\Gamma\to0$. So Boltzmann theory survives?

**A.** It does in that limit, if the band has a velocity. The overlap of two equal Lorentzians is $\int A_n^2\,d\varepsilon=1/(2\pi\Gamma)$, so (2) becomes

$$\sigma_{\rm intra}\simeq\frac{e^2}{\hbar}\int_{\mathbf k}\sum_n\frac{(\partial\varepsilon_n)^2}{2\Gamma}[-f'(\varepsilon_n)],\tag{5}$$

which is the Boltzmann result with lifetime $\tau=\hbar/(2\Gamma)$. For one isolated band near $\mu$, dividing (4) by (5) gives

$$\frac{\sigma_{\rm inter}}{\sigma_{\rm intra}}\simeq\frac{4\Gamma^2\langle g\rangle}{\langle(\partial\varepsilon)^2\rangle}=\frac{\langle g\rangle}{\langle\ell^2\rangle},\qquad \ell=\frac{|\partial\varepsilon|}{2\Gamma},\tag{6}$$

with averages weighted by $-f'$. The length $\ell$ is the mean free path, velocity times $\tau$. Interband transport wins when the mean free path is shorter than the metric length $\sqrt g$. The same ratio holds at $T=0$ if $\Gamma$ is small against the energies over which the $\mathbf k$-integrated sums vary.

**Q.** For a really flat band $\Gamma$ exceeds the bandwidth $W$, and your delta functions are useless.

**A.** Then go back to (2) and (3). Take $T=0$, with $\mu$ at the band centre and $W\ll\Gamma\ll$ gap. Throughout the zone $A_n\simeq1/(\pi\Gamma)$. The intraband integrand is $\pi(\partial\varepsilon)^2/(\pi\Gamma)^2=(\partial\varepsilon)^2/(\pi\Gamma^2)$. The interband one, counting both orderings, is $2\pi g\,(1/\pi\Gamma)(\Gamma/\pi)=2g/\pi$. The ratio is now

$$\frac{\sigma_{\rm inter}}{\sigma_{\rm intra}}\simeq\frac{2\Gamma^2\langle g\rangle}{\langle(\partial\varepsilon)^2\rangle},\tag{7}$$

with zone averages. For two exactly flat bands separated by $\Delta$, with $\mu$ on the lower one, the tail can be kept in full, $A_m=(\Gamma/\pi)/(\Delta^2+\Gamma^2)$:

$$\sigma=\frac{2e^2}{\pi\hbar}\,\frac{\Delta^2}{\Delta^2+\Gamma^2}\int_{\mathbf k}g.\tag{8}$$

For $\Gamma\ll\Delta$ this does not depend on $\Gamma$: the peak height falls as $1/\Gamma$ while the remote band's tail grows as $\Gamma$. The cancellation relies on both bands having the same broadening. If they differ, the bubble is multiplied by the remote band's broadening at $\mu$ divided by that of the flat band.

**Q.** So every flat band conducts, even a perfectly clean one?

**A.** Neither follows. A lattice of isolated atoms has flat bands, but its states do not change with $\mathbf k$, so $g=0$ and both parts vanish. Flatness removes the competitor; the metric has to be there as well. Even that is not sufficient. Isolated two-site molecules have flat bands and a nonzero $g$, because their orbitals sit at different positions, yet no electron can leave its molecule. The finite value that (8) gives for them is an artefact of constant broadening without vertex corrections. The hopping must also connect the whole lattice, and even then localization, discussed at the end, can reduce the value.

The clean limit depends on the order of limits. At finite temperature, with $k_BT,\Gamma\ll\Delta$, the factor $A_n(\mu)=1/(\pi\Gamma)$ is replaced by its thermal average, so (8) is multiplied by $F=\pi\Gamma\int dx\,(-f'(x))A(x)$, where $A(x)=-\frac1\pi\mathrm{Im}\,(x+i\Gamma)^{-1}$.

Close the integral of $-f'(x)/(x+i\Gamma)$ in the upper half-plane, where only $f'$ has poles. Near $i\omega_n$, $f\simeq-k_BT/(x-i\omega_n)$, so $-f'\simeq-k_BT/(x-i\omega_n)^2$. The residue is

$$-k_BT\,\frac{d}{dx}\frac1{x+i\Gamma}\Big|_{i\omega_n}=\frac{k_BT}{(i\omega_n+i\Gamma)^2}=-\frac{k_BT}{(\omega_n+\Gamma)^2}.$$

Multiplying by $2\pi i$ and taking $-\frac1\pi\mathrm{Im}$ gives $\int(-f')A\,dx=2k_BT\sum_{n\ge0}(\omega_n+\Gamma)^{-2}$. With $\omega_n=2\pi k_BT(n+\tfrac12)$ and the trigamma function $\psi_1(z)=\sum_{n\ge0}(n+z)^{-2}$,

$$F=\frac{\Gamma}{2\pi k_BT}\,\psi_1\!\left(\frac12+\frac{\Gamma}{2\pi k_BT}\right).\tag{9}$$

For $\Gamma\gg k_BT$, $\psi_1(z)\simeq1/z$ and $F\to1$. For $\Gamma\ll k_BT$, $\psi_1(\tfrac12)=\pi^2/2$ and $F\to\pi\Gamma/(4k_BT)$. A flat band at fixed temperature therefore stops conducting as its broadening goes to zero.

**Q.** Show me a model in which I can change the velocity without touching the metric.

**A.** Put two orbitals of equal parity on each site of a square lattice with period $a$:

$$H=d_0+\frac\Delta2\,[1+\sigma_x\sin\alpha+\sigma_z\cos\alpha],$$

$$d_0=-2t(\cos k_xa+\cos k_ya),\qquad \alpha=\zeta(\cos k_xa+\cos k_ya),$$

with $\mu$ at the centre of the lower band. The bands are $d_0$ and $d_0+\Delta$, each of width $W=8t$. Their states are $|-\rangle=(-\sin\frac\alpha2,\cos\frac\alpha2)$ and $|+\rangle=(\cos\frac\alpha2,\sin\frac\alpha2)$. Thus $\partial|-\rangle=-\frac12(\partial\alpha)|+\rangle$, and for a field along $x$

$$g=\frac{(\partial\alpha)^2}4=\frac{\zeta^2a^2}{4}\sin^2k_xa,\qquad \partial\varepsilon=2ta\sin k_xa.$$

The hopping $t$ sets the velocity and $\zeta$ the metric. The zone average of $g$ is $\zeta^2a^2/8$, and $\int_{\mathbf k}$ is $a^{-2}$ times a zone average. For $t=0$ and $\Gamma\ll\Delta$, (8) gives

$$\sigma=\frac{2e^2}{\pi\hbar}\,\frac{\zeta^2}{8}=\frac{e^2}{h}\,\frac{\zeta^2}{2}$$

per flavour at $T=0$. Because $g$ and $(\partial\varepsilon)^2$ share one $\mathbf k$-dependence, the averages drop out of the ratios. Equation (6) puts the crossover at $\Gamma=2t/\zeta$, and (7) puts it at $2\sqrt2\,t/\zeta$. At the second value $\Gamma/W=0.35/\zeta$, so it satisfies the condition $W\ll\Gamma$ of (7) only for small $\zeta$.

**Q.** Put in numbers from a regime where someone might care.

**A.** Magic-angle twisted bilayer graphene has, roughly, a moiré period of 13 nm, flat bands a few meV wide, gaps of order 10 meV or more to remote bands, and four spin-valley flavours. I take $a=13$ nm, $W=2$ meV, $\Delta=30$ meV, $\Gamma=1$ meV, $T=4$ K ($k_BT=0.345$ meV) and $\zeta=2$. Here $\Gamma$, $T$ and $\zeta$ are choices, not properties of that material. In particular, $\zeta=2$ makes the mean metric half a cell area. A continuum model of the bilayer (twist 1.05°, interlayer couplings 79.7 and 97.5 meV, graphene Dirac slope 525 meV nm) gives only about 0.14 cell areas per flat band as a zone average, counting remote bands alone. The value falls to 0.13 for slopes of 560 to 594 meV nm, and it is concentrated in a small part of the zone, the median being about 0.055. The example therefore exaggerates the interband part, and a matched value is given below.

Here $t=0.25$ meV. The rms slope is $\sqrt2\,ta=4.60$ meV nm, so the rms mean free path is $4.60/(2\times1)=2.3$ nm. The rms metric length is $2\times13/\sqrt8=9.2$ nm. The mean free path is below one lattice period, and a semiclassical wave packet has no meaning here. The squared ratio of the lengths is 16, so (6) would predict 16 and (7) would predict 8. Neither limit is reached, and full integration gives 9.8.

For all four flavours:

- intraband: $0.60\,e^2/h$, or 23 µS;
- interband: $5.95\,e^2/h$, or 230 µS;
- total: $6.55\,e^2/h$, or 254 µS;
- Boltzmann formula (5): $0.85\,e^2/h$, or 33 µS.

Boltzmann theory thus falls short of the bubble by a factor of 7.7 in this example. With $\zeta=1.06$, which matches the continuum-model metric, the interband part drops to $1.7\,e^2/h$ while the intraband part stays at $0.60\,e^2/h$, and the factor becomes 2.7. Matching the mean metric does not reproduce the bilayer: the bubble of the continuum model itself, with the same $\Gamma$ and $T$ and $\mu$ at neutrality, has about $2.8\,e^2/h$ intraband, $1.1\,e^2/h$ between the two flat bands and $2.0\,e^2/h$ from flat to remote bands, so there the two parts are about equal. Back at $\zeta=2$, an exactly flat band would give $4\times2^2/2=8\,e^2/h$ at $T=0$. Equation (9) multiplies this by $0.804$, giving $6.43\,e^2/h$ at 4 K.

**Q.** Does the ordering reverse when the band is widened or cleaned?

**A.** Yes, both ways. With $\Gamma$, $T$ and $\mu$ fixed, $W=5$ meV gives 2.54 intraband and 4.57 interband, in $e^2/h$; $W=10$ meV gives 5.91 and 3.03. The interband part falls because it is proportional to the spectral weight near $\mu$, weighted by the metric, and a wider band spreads this weight over more energy.

With $W=2$ meV, $T$ and $\mu$ fixed, $\Gamma=0.1$ meV gives 8.44 intraband and 1.22 interband, while $\Gamma=3$ meV gives 0.10 and 7.51. The parts are equal at $\Gamma=0.28$ meV, between the two estimates of 0.25 and 0.35 meV. The total is not monotonic: 9.66, 5.71, 6.55 and 7.61 for $\Gamma=0.1$, 0.3, 1 and 3 meV. Over the last three values, more broadening goes with a larger conductivity of this bubble. The rise ends before $\Gamma$ reaches $\Delta$, because the factor $\Delta^2/(\Delta^2+\Gamma^2)$ in (8) falls.

**Q.** That may be an artefact of dropping vertex corrections and freezing $\Gamma$.

**A.** Both can be examined for one kind of disorder: random on-site energies, uncorrelated between sites and orbitals. A ladder rung then contains the orbital-diagonal part of $\int_{\mathbf k}GvG$. In this model $H(-\mathbf k)=H(\mathbf k)$, so $G$ is even, $v$ is odd and the integral is zero. The ladder correction vanishes. Smooth disorder would not have this property.

The same disorder determines the broadening through the self-consistent Born equation $\Sigma_a=\gamma\int_{\mathbf k}a^2G_{aa}$, where the index $a$ labels orbitals and $\gamma$ is the variance. I set $\gamma$ so that its right-hand side, evaluated with the constant-$\Gamma$ propagator at $\mu$, has an orbital-averaged half-width of 1 meV. That needs an rms disorder of 1.5 meV. The self-consistent half-widths at $\mu$ are 0.83 and 1.11 meV for the two orbitals, and the total becomes $6.84\,e^2/h$, 4.3 % above the constant-$\Gamma$ value. This shift is not the error of the bubble. The disorder is comparable to $W$, so the crossed diagrams omitted by the Born and ladder sums are not small: exact diagonalisation of the same disordered lattice, 14 to 26 cells on a side with levels smoothed by 0.03 to 0.12 meV, gives 5.3 to $5.7\,e^2/h$.

**Q.** Then may I compare 254 µS with a measured device?

**A.** No. The model has one flat band per flavour, whereas the real system has two that touch, with a smaller metric. The assumption broken most strongly is that of independent electrons. With an assumed relative permittivity of 10, the Coulomb energy at one moiré period is 11 meV, over five times $W$ and eleven times $\Gamma$. Interactions can rearrange the bands or open a gap at $\mu$, so this calculation cannot bound their effect on the conductivity.

Localization is also outside the bubble. The standard diffusive estimate for time-reversal-symmetric flavours, quoted here and not derived, is a reduction of $(e^2/\pi h)\ln10$ per flavour for each decade of phase-coherent length. Four flavours lose $2.9\,e^2/h$ per decade, nearly half the total, so the bubble value can stand only if coherence is lost within a short distance. Linear response has a limit too: a field of about 0.8 kV/cm changes the energy by $\Gamma$ over one period.

What carries over is the comparison of lengths. Within the bubble, for an isolated band near $\mu$, the interband part, which the Boltzmann formula omits, is the larger one when the rms mean free path is well below the rms metric length, both averaged with the band's spectral weight near $\mu$. The velocity at $\mu$ alone does not decide: at a band edge it vanishes, but broadening brings in faster states. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
GENERIC THREE-BAND TEST (dimensionless)
bubble from definition        0.165046
intraband + interband         0.139562 + 0.025485
EXAMPLE INPUTS
period 13.0 nm, bandwidth 2.0 meV, gap 30.0 meV
Gamma 1.00 meV, temperature 4.0 K, kT 0.3447 meV
zeta 2.0, flavours 4, relative permittivity 10
lifetime hbar/(2 Gamma)       0.3291 ps
LENGTHS
rms mean free path            2.298 nm
rms metric length             9.192 nm
CONDUCTIVITY, ALL FLAVOURS
intraband    0.6046 e^2/h =    23.42 uS
interband    5.9495 e^2/h =   230.49 uS
total        6.5542 e^2/h =   253.91 uS
Boltzmann    0.8505 e^2/h =    32.95 uS
interband/intraband           9.840
flat band, T=0, large gap     8.0000 e^2/h
flat-band thermal factor      0.8043
flat band at temperature      6.4325 e^2/h
BANDWIDTH SCAN: W (meV), intraband, interband (e^2/h, all flavours)
  0.0    0.0000    6.4325
  1.0    0.1659    6.2989
  2.0    0.6046    5.9495
  5.0    2.5420    4.5689
 10.0    5.9138    3.0328
 20.0   12.4440    1.7693
GAMMA SCAN: Gamma (meV), intraband, interband (e^2/h, all flavours)
  0.1    8.4363    1.2245
  0.3    2.6766    3.0287
  1.0    0.6046    5.9495
  3.0    0.1000    7.5066
crossover Gamma               0.2804 meV
estimate, Gamma << W          0.2500 meV
estimate, Gamma >> W, T=0     0.3536 meV
NEGLECTED EFFECTS
on-site disorder rms          1.547 meV
Born half-widths at mu        0.834, 1.114 meV
total with Born broadening    6.8389 e^2/h
change from constant Gamma    4.3 %
Coulomb energy at one period  11.08 meV
localization per length decade 2.932 e^2/h
field scale Gamma/(e a)       0.769 kV/cm
```
